# Heavy-hole and light-hole level order in an unstrained germanium well

## Problem

A germanium layer of width $L$ fills $0<z<L$, with $z$ along [001]. It is unstrained, its walls are impenetrable, and the in-plane wavevector is zero. Hole energies are counted positive from the bulk valence-band edge. HH$n$ and LH$n$ denote the $n$-th heavy-hole and light-hole levels.

(a) Let the split-off band be infinitely far away (the four-band Luttinger model). Find the condition on the Luttinger parameters $\gamma_1,\gamma_2$ under which HH2 lies below LH1, and show that germanium then has this order at every width.

(b) The split-off band in fact lies at a finite energy $\Delta$. Decide at which widths the order survives.

(c) Evaluate the levels for $L=20$ nm and judge how robust their order is.

Use these inputs, with band parameters typical of germanium: $\gamma_1=13.38$, $\gamma_2=4.24$, $\gamma_3=5.69$, $\Delta=290$ meV, and $\hbar^2/2m_0=38.10$ meV nm², where $m_0$ is the free-electron mass.

## Hints

1. Start from the orbitals $X,Y,Z$ with spin. For $\mathbf k$ along $z$ the kinetic energy is diagonal in them.
2. The component $J_z$ of the total angular momentum is conserved. How much $Z$ orbital does the state $J_z=3/2$ contain?
3. If a matrix contains only $k_z^2$ and constants, one sine function can serve all its components.
4. In (b), do not compare square roots. Ask when the light-hole matrix minus the HH2 energy has two positive eigenvalues.

## Solution

### The two blocks

For $\mathbf k$ along $z$, cubic symmetry makes $X$ and $Y$ equivalent and forbids mixing between the three orbitals. The kinetic energy is therefore $\hbar^2k_z^2/2m_0$ times one coefficient for $X,Y$ and another for $Z$:

$$h=\gamma_1-2\gamma_2,\qquad \zeta=\gamma_1+4\gamma_2 .$$

This fixes the meaning of the parameters: $\gamma_1=(2h+\zeta)/3$ is the average and $6\gamma_2=\zeta-h$ the difference. We take $h>0$ and $\gamma_2>0$.

In the hole convention the spin-orbit energy is $\tfrac{2\Delta}{3}(\tfrac12-\mathbf L\cdot\mathbf S)$, with angular momenta in units of $\hbar$. Since $\mathbf L\cdot\mathbf S$ is $1/2$ for $J=3/2$ and $-1$ for $J=1/2$, the energies are $0$ and $\Delta$.

Write $|+\rangle=-(X+iY)/\sqrt2$. The heavy-hole state is $|+\rangle\uparrow$. Applying $J_-=L_-+S_-$ gives $\sqrt2\,Z\uparrow+|+\rangle\downarrow$. Normalizing this, and taking the orthogonal combination for $J=1/2$, we get

$$|{\rm lh}\rangle=\sqrt{\tfrac23}\,Z\uparrow+\sqrt{\tfrac13}\,|+\rangle\downarrow,\qquad
|{\rm so}\rangle=\sqrt{\tfrac13}\,Z\uparrow-\sqrt{\tfrac23}\,|+\rangle\downarrow .$$

The kinetic coefficients follow from the orbital weights:

- heavy hole: $h$, because no $Z$ is present;
- light hole: $(2\zeta+h)/3=\gamma_1+2\gamma_2\equiv a$;
- split-off: $(\zeta+2h)/3=\gamma_1$;
- coupling of the last two: $\tfrac{\sqrt2}{3}(\zeta-h)=2\sqrt2\,\gamma_2$.

States with negative $J_z$ give the same energies by time reversal.

In the well, $k_z^2$ becomes $-d^2/dz^2$. Each component vanishes at both walls and can be expanded in $\sin(n\pi z/L)$. The operator multiplies each sine by $(n\pi/L)^2$, so different $n$ do not mix. With

$$t=\frac{\hbar^2\pi^2}{2m_0L^2},$$

the heavy levels are $E_{{\rm HH}n}=hn^2t$. LH1 is the lower eigenvalue of

$$M=\begin{pmatrix} a t & 2\sqrt2\,\gamma_2t\\ 2\sqrt2\,\gamma_2t & \gamma_1t+\Delta\end{pmatrix}.$$

### Part (a): the four-band order

For $\Delta\to\infty$ at fixed $L$, the split-off component disappears and $E_{\rm LH1}=at$. The required order is $4ht<at$. The width cancels:

$$4\gamma_1-8\gamma_2<\gamma_1+2\gamma_2\quad\Longleftrightarrow\quad 10\gamma_2>3\gamma_1 .$$

For germanium $4h=19.60$ and $a=21.86$, so within this model HH2 precedes LH1 at every width. The ratio $E_{\rm LH1}/E_{\rm HH2}$ is 1.115. The margin is narrow: at fixed $\gamma_1$, lowering $\gamma_2$ by 5.3% brings it to zero.

### Part (b): the width at which the order reverses

The split-off state pushes LH1 down but leaves HH2 alone. LH1 lies above HH2 exactly when both eigenvalues of $M-4ht$ are positive. For a real symmetric $2\times2$ matrix this requires a positive upper-left entry and a positive determinant.

The upper-left entry is $(a-4h)t=(10\gamma_2-3\gamma_1)t$, so the condition from (a) remains necessary. The lower-right entry is

$$\Delta+(\gamma_1-4h)t=\Delta+(8\gamma_2-3\gamma_1)t .$$

Dividing the determinant by $t>0$ gives the second condition,

$$(10\gamma_2-3\gamma_1)\left[\Delta+(8\gamma_2-3\gamma_1)t\right]-8\gamma_2^2t>0 .$$

The coefficient of $t$ is

$$80\gamma_2^2-54\gamma_1\gamma_2+9\gamma_1^2-8\gamma_2^2
=9(\gamma_1^2-6\gamma_1\gamma_2+8\gamma_2^2)
=-9(\gamma_1-2\gamma_2)(4\gamma_2-\gamma_1).$$

If $10\gamma_2>3\gamma_1$, then $4\gamma_2>1.2\gamma_1>\gamma_1$, and both factors are positive. The determinant condition becomes an upper limit on $t$:

$$t<t_c=\frac{\Delta(10\gamma_2-3\gamma_1)}{9(\gamma_1-2\gamma_2)(4\gamma_2-\gamma_1)} .$$

Since $t$ falls as $L$ grows, the order holds if and only if $L>L_c$, with

$$L_c^2=\frac{9\pi^2\hbar^2(\gamma_1-2\gamma_2)(4\gamma_2-\gamma_1)}{2m_0\,\Delta\,(10\gamma_2-3\gamma_1)} .$$

For germanium,

$$t_c=\frac{290\times2.26}{9\times4.90\times3.58}=4.15\ {\rm meV},\qquad
L_c=\pi\sqrt{\frac{38.10}{4.15}}\approx9.5\ {\rm nm}.$$

Thus "at every width" belongs to the four-band model. With the split-off band included, the order is reversed below about 9.5 nm. The small difference $10\gamma_2-3\gamma_1$ makes this width sensitive: with $\gamma_1$ and $\Delta$ fixed, a 2% decrease in $\gamma_2$ gives 11.7 nm and a 2% increase gives 8.3 nm.

### The light-hole level and its limits

The diagonal entries of $M$ have sum $(2\gamma_1+2\gamma_2)t+\Delta$ and difference $\Delta-2\gamma_2t$. Four times the squared coupling is $32\gamma_2^2t^2$. Hence

$$E_{\rm LH1}=\tfrac12\left[(2\gamma_1+2\gamma_2)t+\Delta-\sqrt{(\Delta-2\gamma_2t)^2+32\gamma_2^2t^2}\right].$$

In a wide well, where $\gamma_2t\ll\Delta$, the root is approximately $\Delta-2\gamma_2t+16\gamma_2^2t^2/\Delta$, so

$$E_{\rm LH1}\simeq at-\frac{8\gamma_2^2t^2}{\Delta}.$$

The four-band gap to HH2 is proportional to $t$, while the downward shift is proportional to $t^2$. Confinement therefore makes the shift win.

In the opposite limit, $\gamma_2t\gg\Delta$, the root tends to $6\gamma_2t$ and $E_{\rm LH1}/t\to\gamma_1-2\gamma_2=h$. Confinement then separates the orbitals before spin-orbit coupling can mix them, and the lower state loses its $Z$ part. The ratio LH1/HH1 tends to one. This is a limit of the matrix, not a description of a real layer: it needs energies at which the band expansion itself fails.

### Part (c): the 20 nm layer

Here $t=0.9401$ meV, which gives

$$E_{\rm HH2}=19.60\times0.9401=18.43\ {\rm meV},\qquad at=21.86\times0.9401=20.55\ {\rm meV}.$$

The wide-well shift is $8(4.24)^2(0.940)^2/290=0.44$ meV. The full formula gives $E_{\rm LH1}=20.10$ meV. Other widths compare as follows, in meV:

| $L$ (nm) | HH2 | LH1, four-band | LH1, six-band |
|---:|---:|---:|---:|
| 6 | 204.7 | 228.3 | 168.3 |
| 8 | 115.2 | 128.4 | 109.3 |
| 12 | 51.2 | 57.1 | 53.5 |
| 20 | 18.43 | 20.55 | 20.10 |
| 30 | 8.19 | 9.13 | 9.05 |

The six-band gap at 20 nm is $g=1.67$ meV. It exceeds $k_BT=0.36$ meV at 4.2 K but is far below the 25.9 meV at 300 K. Comparison with three further perturbations shows how small it is.

**In-plane motion.** For $\mathbf k$ in the $xz$ plane, the kinetic matrix couples $X$ and $Z$ with coefficient $6\gamma_3k_xk_z$. Between $|+\rangle\uparrow$ and the light-hole state its magnitude is $6\gamma_3\sqrt{2/3}/\sqrt2=2\sqrt3\,\gamma_3$. With $u=\pi z/L$, the envelope factor is

$$\left|\left\langle1\left|\frac{d}{dz}\right|2\right\rangle\right|
=\frac4L\left|\int_0^\pi\sin u\cos2u\,du\right|=\frac{8}{3L}.$$

If the small split-off part of LH1 is neglected, the coupling is thus about $100\,k_x$ meV, with $k_x$ in nm⁻¹. It reaches $g/2$ at $k_x\approx0.0084$ nm⁻¹. For these two levels alone, the mixing angle there is 22.5° and each state contains about 15% of the other. The labels are useful only close to zero in-plane wavevector.

**Strain.** In the $J=3/2$ states the shear part of the hole energy is $b\sum_i(J_i^2-J^2/3)\varepsilon_{ii}$, with $b\approx-2.5$ eV as a rough value. For in-plane strain $\varepsilon$ and a stress-free surface normal, $\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon$, where $C_{11},C_{12}$ are elastic constants. The heavy and light energies are $\pm b(\varepsilon_{zz}-\varepsilon)$, so heavy minus light changes by

$$-2b\left(1+2\frac{C_{12}}{C_{11}}\right)\varepsilon=(8.75\ {\rm eV})\,\varepsilon$$

if $C_{12}/C_{11}$ is taken as $3/8$. A tension of only about 0.02% closes the gap; compression widens it. Strain coupling to the split-off band is left out.

**Transverse field.** A numerical solution of the six-band well places the reversal at 0.020 MV/cm. That a reversal must occur can be seen from the strong-field, four-band limit. One wall and the field then form a triangular well, whose levels scale as the cube root of the kinetic coefficient times 2.338 for the first level and 4.088 for the second, the magnitudes of the first two zeros of the Airy function ${\rm Ai}$. Measured from the corner, LH1/HH2 is $(21.86/4.90)^{1/3}\times2.338/4.088\approx0.94$, which is below one. Coupling to the split-off band only lowers LH1 further.

## Variation 1: coupling to the conduction band

**Question.** The $s$-like conduction band lies $E_g=890$ meV above the valence edge and couples to $Z$ with squared matrix element $E_Pt$, where $E_P=26.3$ eV. Estimate the new critical width, imposing the hard walls on the $p$ components.

**Solution.** Neglect the conduction band's own kinetic energy. Its hole energy is $-E_g$, so its amplitude is $\sqrt{E_Pt}\,c_Z/(E+E_g)$, where $c_Z$ is the $Z$ amplitude. Substitution adds $E_Pt/(E_g+E)$ to the $Z$ energy. At $E=0$ this contribution is already contained in $\zeta$, and therefore

$$\zeta(E)=\gamma_1+4\gamma_2-\frac{E_P}{E_g}+\frac{E_P}{E_g+E}.$$

Now set $E=4ht$ and write the light-hole block with $\zeta$ and $h$. Its determinant vanishes when

$$\frac{t^2}{9}\left[(2\zeta-11h)(\zeta-10h)-2(\zeta-h)^2\right]+\frac{\Delta t}{3}(2\zeta-11h)=0 .$$

The bracket equals $-27h(\zeta-4h)$, so

$$t=\frac{\Delta(2\zeta-11h)}{9h(\zeta-4h)},\qquad \zeta=\zeta(4ht).$$

Numerical solution gives the crossing first met on narrowing the well: $L=12.1$ nm instead of 9.5 nm. At 20 nm LH1 falls to 19.72 meV, still above HH2. Both band couplings thus favour reversal in narrow wells.

## Variation 2: walls of finite height

**Question.** Let the walls be $V=4$ eV high, a rough value for an oxide. In the four-band model, what happens to the order at 20 nm?

**Solution.** Let $m_w$ and $m_b$ be the masses in well and barrier, in units of $m_0$. Inside, the envelope is $\sin(kz+\varphi)$; outside, it decays at rate $\kappa$. Continuity of the envelope and of its derivative divided by mass gives $\tan\varphi=km_b/(m_w\kappa)$ at the first wall. Symmetry then requires

$$kL+2\arctan\frac{km_b}{m_w\kappa}=n\pi .$$

For small phase this is a hard well of width $L+2\delta$, with $\delta=m_b/(m_w\kappa)$. If $m_b=0.5$ for both holes and $E\ll V$, then $\kappa\simeq\sqrt{4000\times0.5/38.10}=7.2$ nm⁻¹. With $1/m_w=4.90$ and $21.86$, $\delta$ is 0.34 nm for heavy and 1.51 nm for light holes. The light level falls more:

$$E_{\rm HH2}\simeq\frac{18.43}{(1+0.034)^2}\approx17.2,\qquad
E_{\rm LH1}\simeq\frac{20.55}{(1+0.151)^2}\approx15.5\ {\rm meV}.$$

The full phase condition gives 17.24 and 15.56 meV, so the order is reversed. It returns only above about 41 nm. If each hole instead keeps its well mass inside the wall, the levels are 17.65 and 18.79 meV, and the four-band critical width is 8.2 nm. The answer depends on a barrier mass that is poorly defined for an oxide.

**A real film.** Consider a germanium-on-insulator film 20 nm thick. Its walls are finite, and that assumption alone can move the four-band critical width from zero to about 41 nm for $m_b=0.5$; the same phase condition gives about 32 nm for $m_b=0.3$ and 58 nm for $m_b=1$. Strain of a few hundredths of a percent or a gate field of a few hundredths of a MV/cm also matters. A germanium well grown in registry with a relaxed silicon-germanium layer is compressed, because the alloy has the smaller lattice constant; at 20 nm a compression of 0.5%, for example, would add about 38 meV in favour of HH2 first. The linear formula above gives 44 meV; strain coupling to the split-off band, no longer negligible at this strain, accounts for the difference. Conservation of $J_z$ is also a property of the envelope model: atomically sharp (001) interfaces have lower symmetry and can couple HH2 and LH1 even at zero in-plane wavevector. In a nearest-neighbour tight-binding slab the two levels cross for an even number of atomic layers but repel for an odd number, by roughly 1 meV near 10 nm and 0.2 meV near 20 nm. The corrections here were sized separately, not combined, so the hard-wall order should not be used to assign levels in a particular film.

## Numbers as computed

```
Luttinger g1, g2, g3: 13.38, 4.24, 5.69
split-off energy: 290 meV
hbar^2/(2 m0): 38.100 meV nm^2
heavy coefficient g1-2g2: 4.90
light coefficient g1+2g2: 21.86
four times heavy coefficient: 19.60
four-band ratio LH1/HH2: 1.1153
margin 10g2-3g1: 2.26
g2 at four-band boundary: 4.014
g2 reduction to boundary: 5.3 %
six-band critical width, formula: 9.52 nm
six-band critical width, grid: 9.51 nm
t at six-band crossing: 4.151 meV
HH2 = LH1 at six-band crossing: 81.37 meV
critical width, g2 lower by 2%: 11.65 nm
critical width, g2 higher by 2%: 8.34 nm
width nm | HH1 | HH2 | LH1 four-band | LH1 six-band, meV
6 | 51.18 | 204.73 | 228.33 | 168.32
8 | 28.79 | 115.16 | 128.44 | 109.29
12 | 12.80 | 51.18 | 57.08 | 53.47
20 | 4.61 | 18.43 | 20.55 | 20.10
30 | 2.05 | 8.19 | 9.13 | 9.05
example width: 20 nm; t: 0.9401 meV
example six-band LH1-HH2: 1.675 meV
conduction gap: 890 meV; Kane energy: 26.3 eV
example eight-band LH1: 19.721 meV
eight-band critical width: 12.06 nm
rough wall: 4.0 eV; barrier mass: 0.5 m0
well masses in wall: HH2 17.65, LH1 18.79 meV at 20 nm
well masses in wall: four-band critical width 8.2 nm
rough barrier mass: HH2 17.24, LH1 15.56 meV at 20 nm
rough barrier mass: four-band critical width 40.9 nm
field reversing order at 20 nm: 0.0201 MV/cm
rough shear potential: -2.5 eV; C12/C11: 0.375
tensile strain closing gap: 0.0191 %
in-plane HH2-LH1 coupling / k: 100.1 meV nm
k where coupling is half the gap: 0.00836 1/nm
kT at 4.2 K: 0.362 meV
kT at 300.0 K: 25.852 meV
```
